\section*{Half-coverage temperature of molecularly adsorbed water at low pressure}

\section*{Problem}

Water vapour is in equilibrium with a surface on which water adsorbs as whole molecules. The adsorption enthalpy is $\Delta H=-1.20$ eV per molecule and the adsorption entropy is $\Delta S^\circ=-1.50$ meV/K per molecule. The entropy refers to vapour at $p^\circ=1$ bar $=10^5$ Pa. This is the reference pressure of the thermodynamic data; the vapour over the surface has the pressure $p=1$ Pa.

The following assumptions define the model.
\begin{itemize}
\item All sites are equivalent, and each holds at most one molecule.
\item Adsorbed molecules do not interact with one another.
\item The vapour is an ideal gas.
\item $\Delta H$ and $\Delta S^\circ$ do not depend on temperature in the range considered.
\item $\Delta S^\circ$ does not include the entropy of distributing the molecules over the sites.
\end{itemize}
The coverage $\theta$ is the fraction of sites that are filled.

\begin{enumerate}
\item[(a)] At what temperature $T_{1/2}$ is $\theta=1/2$ at 1 Pa? What would it be at 1 bar?
\item[(b)] How steeply does the coverage change with temperature there, and over what interval does it fall from 90\,\% to 10\,\%?
\item[(c)] How far does $T_{1/2}$ move if the binding is stronger by 0.05 eV, or if the entropy is less negative by 0.1 meV/K?
\end{enumerate}

\section*{Hints}

\textbf{Hint 1.} The data describe the transfer of a molecule from vapour at 1 bar to a site. Find how the chemical potential of an ideal gas changes when its pressure is lowered at constant temperature.

\textbf{Hint 2.} Since the sites are independent, one site is enough. It has two possible occupations, empty and filled. Write down their statistical weights when the site exchanges molecules with the vapour.

\textbf{Hint 3.} What must be true of the two weights when the site is filled half of the time?

\textbf{Hint 4.} For part (b), take the logarithm of $\theta/(1-\theta)$ before differentiating. It is a simple function of $1/T$.

\section*{Solution}

\subsection*{The vapour}

Let $\mu$ be the chemical potential of the vapour. At constant temperature, $d\mu=v\,dp$, where $v$ is the volume per molecule. For an ideal gas $v=k_BT/p$, so integration from $p^\circ$ to $p$ gives
\begin{equation}
\mu(T,p)=\mu^\circ(T)+\int_{p^\circ}^{p}\frac{k_BT}{p'}\,dp'
=\mu^\circ(T)+k_BT\ln\frac{p}{p^\circ}.
\label{gas}
\end{equation}
Here $\mu^\circ$ is the value at 1 bar. For $p<p^\circ$ the logarithm is negative: a dilute vapour has a lower chemical potential and holds its molecules more strongly against adsorption. This is an entropy effect, because the enthalpy of an ideal gas does not depend on pressure, while its entropy per molecule exceeds the 1 bar value by $-k_B\ln(p/p^\circ)$.

\subsection*{One site}

Let $f(T)$ be the free energy of a molecule on a specified site, including its binding energy and its vibrations. The volume of the adsorbed molecule is neglected, so $f$ does not depend on pressure. By the definition of the adsorption data,
\begin{equation}
f(T)-\mu^\circ(T)=\Delta H-T\Delta S^\circ .
\label{data}
\end{equation}
A site in contact with the vapour has weight 1 when empty and $e^{-(f-\mu)/k_BT}$ when filled. With $g=f-\mu$, equations (\ref{gas}) and (\ref{data}) give
\begin{equation}
g=\Delta H-T\Delta S^\circ-k_BT\ln\frac{p}{p^\circ}.
\label{g}
\end{equation}
The probability that the site is filled is its filled weight divided by the sum of both weights:
\begin{equation}
\theta=\frac{e^{-g/k_BT}}{1+e^{-g/k_BT}},\qquad
1-\theta=\frac{1}{1+e^{-g/k_BT}} .
\end{equation}
Dividing the first expression by the second gives
\begin{equation}
\frac{\theta}{1-\theta}=e^{-g/k_BT}
=\frac{p}{p^\circ}\,e^{\Delta S^\circ/k_B}\,e^{-\Delta H/k_BT}.
\label{langmuir}
\end{equation}
This is the Langmuir isotherm. The pressure enters to the first power because each gas molecule becomes one adsorbed particle. The single factor $1-\theta$ reflects that this particle needs one empty site.

\subsection*{(a) Half coverage}

At $\theta=1/2$ the left side of (\ref{langmuir}) is 1, hence $g=0$: filling a specified site costs no free energy. Equation (\ref{g}) becomes
\begin{equation}
\Delta H=T_{1/2}\left[\Delta S^\circ+k_B\ln\frac{p}{p^\circ}\right],
\end{equation}
and division by the bracket gives
\begin{equation}
T_{1/2}=\frac{\Delta H}{\Delta S^\circ+k_B\ln(p/p^\circ)} .
\label{thalf}
\end{equation}
Since $\Delta H$ is negative, a positive temperature requires a negative denominator. This holds at 1 Pa, where both terms are negative.

With $k_B=0.086173$ meV/K, the pressure term is
\begin{equation}
k_B\ln\frac{1}{10^5}=0.086173\times(-11.5129)\ \text{meV/K}
=-0.9921\ \text{meV/K}.
\end{equation}
The denominator is $-1.5000-0.9921=-2.4921$ meV/K. Writing the enthalpy as $-1200$ meV,
\begin{equation}
T_{1/2}=\frac{-1200\ \text{meV}}{-2.4921\ \text{meV/K}}
=481.5\ \text{K}\quad(208.4\,^\circ\text{C}).
\end{equation}
The decimals follow from treating the inputs as exact; part (c) shows how little they mean for data of ordinary accuracy.

The balance can be read term by term. At this temperature $-T\Delta S^\circ=0.7223$ eV is the cost of the entropy lost on adsorption from vapour at 1 bar. The lower pressure adds $-k_BT\ln(p/p^\circ)=0.4777$ eV. Together they make 1.2000 eV and cancel the enthalpy gain.

At 1 bar the logarithm vanishes, and
\begin{equation}
T_{1/2}(1\ \text{bar})=\frac{-1200\ \text{meV}}{-1.5\ \text{meV/K}}=800\ \text{K}.
\end{equation}
Lowering the pressure by five powers of ten thus lowers the half-coverage temperature by about 318 K. To see the general dependence, invert (\ref{thalf}):
\begin{equation}
\frac{1}{T_{1/2}}=\frac{\Delta S^\circ}{\Delta H}
+\frac{k_B}{\Delta H}\ln\frac{p}{p^\circ}.
\label{inverse}
\end{equation}
The inverse temperature is linear in $\ln p$ with a negative slope. Differentiating both sides with respect to $\ln p$ gives
\begin{equation}
-\frac{1}{T_{1/2}^2}\frac{dT_{1/2}}{d\ln p}=\frac{k_B}{\Delta H}
\quad\Longrightarrow\quad
\frac{dT_{1/2}}{d\ln p}=\frac{k_BT_{1/2}^2}{|\Delta H|}.
\end{equation}
A given pressure ratio therefore shifts $T_{1/2}$ more at high temperature than at low temperature.

Two limits show where the formula stops being useful. As $p\to0$, the logarithm dominates and $T_{1/2}\to|\Delta H|/[k_B\ln(p^\circ/p)]$, which tends to zero slowly. Constant $\Delta H$ and $\Delta S^\circ$ cannot be assumed over such a range, and equilibrium may take too long to reach. In the other direction, the denominator of (\ref{thalf}) vanishes at $p=p^\circ e^{-\Delta S^\circ/k_B}$. For the present data this pressure is many powers of ten above 1 bar, where the ideal-gas assumption has no justification. The divergence is a property of the formula and not a prediction for water.

\subsection*{(b) Width of the transition}

The logarithm of (\ref{langmuir}) is
\begin{equation}
\ln\frac{\theta}{1-\theta}
=-\frac{\Delta H}{k_BT}+\frac{\Delta S^\circ}{k_B}+\ln\frac{p}{p^\circ}.
\label{log}
\end{equation}
Differentiate at constant pressure. On the left, the derivative of $\ln\theta-\ln(1-\theta)$ with respect to $\theta$ is $1/\theta+1/(1-\theta)=1/[\theta(1-\theta)]$. On the right only the first term depends on $T$. Thus
\begin{equation}
\frac{1}{\theta(1-\theta)}\frac{d\theta}{dT}=\frac{\Delta H}{k_BT^2}
\quad\Longrightarrow\quad
\frac{d\theta}{dT}=\theta(1-\theta)\frac{\Delta H}{k_BT^2}.
\label{slope}
\end{equation}
At half coverage $\theta(1-\theta)=1/4$, so
\begin{equation}
\left.\frac{d\theta}{dT}\right|_{1/2}
=\frac{-1200\ \text{meV}}{4\,(0.086173\ \text{meV/K})(481.52\ \text{K})^2}
=-0.0150\ \text{K}^{-1}.
\end{equation}
A rise of 1 K empties about 1.5\,\% of all sites.

For the temperature at an arbitrary coverage, multiply (\ref{log}) by $k_BT$ and collect the terms proportional to $T$:
\begin{equation}
T(\theta)=\frac{\Delta H}
{\Delta S^\circ+k_B\ln(p/p^\circ)-k_B\ln[\theta/(1-\theta)]}.
\label{ttheta}
\end{equation}
The last logarithm is $\ln9$ at 90\,\% coverage and $-\ln9$ at 10\,\%. Therefore
\begin{align}
T(0.9)&=\frac{1200}{2.4921+0.086173\ln9}\ \text{K}=447.5\ \text{K},\\
T(0.1)&=\frac{1200}{2.4921-0.086173\ln9}\ \text{K}=521.1\ \text{K}.
\end{align}
The interval is 73.6 K wide. It extends 34.0 K below $T_{1/2}$ and 39.6 K above it. The asymmetry follows from (\ref{log}): equal steps in $\ln[\theta/(1-\theta)]$ are equal steps in $1/T$, and these are longer in $T$ on the hot side.

Extending the slope at half coverage over a change of 0.8 in $\theta$ would give only $0.8/0.0150\approx53$ K. The true interval is wider because the factor $\theta(1-\theta)$ in (\ref{slope}) falls from 0.25 at the centre to 0.09 at either end. Half coverage thus marks the middle of a gradual change. A surface at $T_{1/2}$ is far from dry, and one 30 K hotter still holds more than a tenth of a layer.

\subsection*{(c) Sensitivity to the data}

At fixed entropy and pressure, (\ref{thalf}) makes $T_{1/2}$ proportional to $\Delta H$. Binding stronger by 0.05 eV raises it by
\begin{equation}
481.5\ \text{K}\times\frac{0.05}{1.20}=20.1\ \text{K}.
\end{equation}
If instead $\Delta S^\circ=-1.4$ meV/K, the denominator becomes $-2.3921$ meV/K, and the shift is
\begin{equation}
\left(\frac{1200}{2.3921}-\frac{1200}{2.4921}\right)\text{K}=20.1\ \text{K}.
\end{equation}
The two shifts nearly agree because the changes are worth nearly the same free energy. Each shift equals a free-energy change divided by the original 2.4921 meV/K. For the enthalpy that change is 0.05 eV. For the entropy it is 0.1 meV/K times the new half-coverage temperature, about 502 K, which is 0.050 eV. With uncertainties of this size, the answer to part (a) should be reported as about 480 K, uncertain by some tens of kelvin.

\subsection*{When the assumptions fail}

The result requires equilibrium. Temperature and pressure must stay constant until adsorption and desorption balance. In a deposition cycle this may hold during a long water pulse. During the following purge the pressure falls, $T_{1/2}$ falls with it, and the coverage left at the end depends on the desorption rate, which the present data do not determine.

Interactions between adsorbed molecules change the isotherm. In a mean-field description, let the enthalpy of adding one more molecule be $h(\theta)=h_0+w\theta$, with $w<0$ for attraction. Replacing $\Delta H$ by $h(\theta)$ in (\ref{log}) and moving the new term to the left gives
\begin{equation}
\ln\frac{\theta}{1-\theta}+\frac{w\theta}{k_BT}
=-\frac{h_0}{k_BT}+\frac{\Delta S^\circ}{k_B}+\ln\frac{p}{p^\circ}.
\end{equation}
At half coverage, (\ref{thalf}) still applies if $\Delta H$ is taken as $h(1/2)$. The derivative of the left side with respect to $\theta$ is there $4+w/k_BT$. For $w<-4k_BT$ it is negative, so coverage would have to fall as pressure rises. Within this description such a uniform layer is unstable; it separates into dense and dilute regions, and the coverage jumps instead of passing smoothly through one half. The threshold $-4k_BT$ belongs to the mean-field approximation, which overstates the tendency to separate. On a square lattice with nearest-neighbour pair energy $w/4$, the exact threshold is $w=-8\ln(1+\sqrt2)\,k_BT\approx-7.05\,k_BT$.

If water dissociates into fragments that separate and occupy sites independently, (\ref{langmuir}) no longer holds and the isotherm must be derived anew.

\section*{Variation 1: an entropy that includes the arrangement of molecules}

\textbf{Question.} Suppose that $-1.50$ meV/K was obtained differently: the total entropy of a half-filled layer was divided by the number of adsorbed molecules, and the entropy per molecule of vapour at 1 bar was subtracted. What is $T_{1/2}$ at 1 Pa?

\textbf{Solution.} The total includes the configurational entropy of $N$ molecules on $M$ sites, $S_c=k_B\ln\{M!/[N!(M-N)!]\}$. For large numbers, Stirling's formula $\ln n!\approx n\ln n-n$ and $N=\theta M$ give
\begin{equation}
S_c=-Mk_B\left[\theta\ln\theta+(1-\theta)\ln(1-\theta)\right].
\end{equation}
At $\theta=1/2$ the bracket is $-\ln2$, so $S_c=Mk_B\ln2$. Division by $N=M/2$ gives
\begin{equation}
\frac{S_c}{N}=2k_B\ln2=0.1195\ \text{meV/K}.
\end{equation}
Equation (\ref{thalf}) needs the entropy without this part, since the isotherm already accounts for the arrangement of molecules. Subtracting it gives $\Delta S^\circ=-1.5000-0.1195=-1.6195$ meV/K, and
\begin{equation}
T_{1/2}=\frac{1200}{1.6195+0.9921}\ \text{K}=459.5\ \text{K}.
\end{equation}
This is 22 K lower than before.

A differential entropy, which describes the addition of one more molecule, behaves differently. Its configurational part is
\begin{equation}
\frac{dS_c}{dN}=\frac{1}{M}\frac{dS_c}{d\theta}=k_B\ln\frac{1-\theta}{\theta},
\end{equation}
which vanishes at $\theta=1/2$. A differential entropy measured at half coverage can be used in (\ref{thalf}) without correction.

\section*{Variation 2: data taken at another temperature}

\textbf{Question.} Enthalpy and entropy of adsorption vary with temperature. If they are known at $T_0$ and used as constants, how large is the error in $T_{1/2}$?

\textbf{Solution.} Let $G(T)=\Delta H(T)-T\Delta S^\circ(T)$. Thermodynamics gives $G'=-\Delta S^\circ$ and $G''=-\Delta C_p/T$, where $\Delta C_p$ is the heat capacity per molecule of the adsorbate minus that of the gas. Constant data replace $G$ by its tangent at $T_0$,
\begin{equation}
G_0(T)=\Delta H(T_0)-T\Delta S^\circ(T_0)=G(T_0)+(T-T_0)G'(T_0).
\end{equation}
With $\delta=T_{1/2}-T_0$, Taylor's formula gives to leading order
\begin{equation}
G_0(T_{1/2})-G(T_{1/2})\approx\frac{\Delta C_p\,\delta^2}{2T_0}.
\label{tangent}
\end{equation}
The true temperature satisfies $G(T_{1/2})=k_BT_{1/2}\ln(p/p^\circ)$. The estimate $T_e$ satisfies $\Delta H(T_0)+T_eD=0$, where $D=-\Delta S^\circ(T_0)-k_B\ln(p/p^\circ)>0$. Hence the left side of (\ref{tangent}) equals $\Delta H(T_0)+T_{1/2}D=(T_{1/2}-T_e)D$, and
\begin{equation}
T_e-T_{1/2}\approx-\frac{\Delta C_p\,\delta^2}{2T_0D}.
\label{error}
\end{equation}
The error is quadratic in $\delta$, because first-order changes of $\Delta H$ and $T\Delta S^\circ$ cancel in $G$.

A simple model gives the scale. Take a particle of mass $m=18$ u that only translates in the gas and, on a site, sits in a well 1.20 eV deep with vibrational quanta $\epsilon_i=10$, 10 and 30 meV. Then
\begin{align}
\mu&=k_BT\ln\frac{p\lambda^3}{k_BT},\qquad
\lambda=\frac{h_P}{\sqrt{2\pi mk_BT}},\\
f&=-1.20\ \text{eV}+\sum_i\left[\frac{\epsilon_i}{2}
+k_BT\ln\left(1-e^{-\epsilon_i/k_BT}\right)\right],
\end{align}
with $h_P$ the Planck constant. Solving $f=\mu$ at 1 Pa by numerical root finding gives $T_{1/2}=570.6$ K. Numerical differentiation of $f-\mu^\circ$ there gives $\Delta S^\circ=-1.064$ meV/K and $\Delta H=-1.174$ eV. The temperature is higher than in part (a) mainly because less entropy is lost.

Using $\Delta H$ and $\Delta S^\circ$ from 50 K below $T_{1/2}$ gives an estimate 0.045 K too low; from 25 K below, 0.011 K too low. The ratio of the unrounded errors is 4.10, close to the factor 4 expected from (\ref{error}). The sign also agrees: in the classical limit three vibrations contribute $3k_B$ and the gas $\frac52k_B$, so $\Delta C_p=\frac12k_B>0$.

These small errors belong to a model without rotations. For real water, the free rotations in the vapour and the hindered rotations on the surface also enter $\Delta C_p$, and (\ref{error}) must be evaluated with the appropriate value.

Numerical values quoted here were computed with a short program.
